# Minority-Carrier Trapping and the Rising Photoconductance Lifetime at Low Injection: test program

```python
# Result under test: electron traps in a p-type wafer raise the steady
# photoconductance lifetime to
#   tau_app = tau_r * (1 + b*N_t/(dn + n1)),  b = mu_p/(mu_n + mu_p),
# while the recombination lifetime tau_r = dn/R is almost unchanged.
# dn: free excess electrons; N_t: trap density; n1: electron density at
# which traps are half full; R: recombination rate per volume.
# The reference side integrates the full kinetics of free electrons,
# traps and deep recombination centres. Units inside: cm^-3, s, cm^2/(V s).
import numpy as np
from scipy.constants import e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

p0, ni = 1e16, 1e10
n0 = ni**2 / p0
mu_n, mu_p = 1000.0, 400.0
b = mu_p / (mu_n + mu_p)
N_t, n1, trap_cn = 1e14, 1e12, 1e-8
N_deep = 1e12
tau_n0, tau_p0 = 20e-6, 80e-6
deep_cn = 1 / (N_deep * tau_n0)
deep_cp = 1 / (N_deep * tau_p0)


def kinetics(y, G, trap_density, trap_cp):
    """Rates of excess free, trapped and deep-centre electrons."""
    dn, dt, dd = y
    n = n0 + dn
    p = p0 + dn + dt + dd
    trapped = trap_density * n0 / (n0 + n1) + dt
    deep = N_deep * n0 / (n0 + ni) + dd
    trap_e = trap_cn * (n * (trap_density - trapped) - n1 * trapped)
    trap_h = trap_cp * (p * trapped
                        - ni**2 / n1 * (trap_density - trapped))
    deep_e = deep_cn * (n * (N_deep - deep) - ni * deep)
    deep_h = deep_cp * (p * deep - ni * (N_deep - deep))
    rates = np.array([G - trap_e - deep_e, trap_e - trap_h,
                      deep_e - deep_h])
    return rates, trap_h + deep_h


def jacobian(y, G, trap_density, trap_cp):
    """Complex-step derivative of the kinetic rates."""
    step = 1e-20
    columns = []
    for k in range(3):
        z = np.array(y, dtype=complex)
        z[k] += 1j * step
        columns.append(
            kinetics(z, G, trap_density, trap_cp)[0].imag / step)
    return np.array(columns).T


def steady(G, trap_density=N_t, trap_cp=0.0):
    """Integrate from darkness until the steady state is reached."""
    sol = solve_ivp(
        lambda t, y: kinetics(y, G, trap_density, trap_cp)[0],
        (0.0, 0.2), np.zeros(3), method="Radau",
        jac=lambda t, y: jacobian(y, G, trap_density, trap_cp),
        rtol=1e-9, atol=1e-9 * G * tau_n0)
    assert sol.success
    dn, dt, dd = sol.y[:, -1]
    recombination = kinetics(sol.y[:, -1], G, trap_density, trap_cp)[1]
    assert abs(recombination / G - 1) < 1e-4
    dp = dn + dt + dd
    sigma = charge * (mu_n * dn + mu_p * dp)
    apparent = sigma / (charge * (mu_n + mu_p))
    product = dn * p0 + n0 * dp + dn * dp
    optical = 2 * product / (p0 + np.sqrt(p0**2 + 4 * product))
    return dict(dn=dn, nt=dt, dp=dp, sigma=sigma, app=apparent,
                true=dn / recombination, tau_app=apparent / G,
                tau_pl=optical / G)


def predicted(G):
    """Closed prediction: free density, true and apparent lifetimes."""
    def lifetime(x):
        filled = N_t * x / (x + n1)
        return tau_n0 + tau_p0 * x / (p0 + x + filled)
    x = brentq(lambda x: x / lifetime(x) - G,
               0.5 * G * tau_n0, 2 * G * (tau_n0 + tau_p0),
               xtol=1e-3, rtol=1e-12)
    tau = lifetime(x)
    return x, tau, tau * (1 + b * N_t / (x + n1))


generation = [5e14, 5e15, 5e16, 5e17, 5e18, 5e19]
with_traps = [steady(G) for G in generation]
no_traps = [steady(G, trap_density=0.0) for G in generation]

# Storage on the sparse deep centres is omitted from the closed formula;
# its relative effect is below 1e-3.
formula_error = 0.0
for G, a, c in zip(generation, with_traps, no_traps):
    x, tau, tau_app = predicted(G)
    errors = [abs(a["dn"] / x - 1), abs(a["true"] / tau - 1),
              abs(a["tau_app"] / tau_app - 1),
              abs(a["nt"] / (N_t * x / (x + n1)) - 1)]
    formula_error = max(formula_error, *errors)
    assert max(errors) < 1e-3
    assert abs(c["tau_app"] / c["true"] - 1) < 1e-3
    assert abs(a["dn"] / c["dn"] - 1) < N_t / p0
    assert abs(a["tau_pl"] / a["true"] - 1) < N_t / p0

# Opposite trends as injection is lowered.
true_times = np.array([a["true"] for a in with_traps])
app_times = np.array([a["tau_app"] for a in with_traps])
assert np.all(np.diff(true_times) > 0)
assert np.all(np.diff(app_times[:5]) < 0)
assert app_times[0] > 10 * app_times[-1]

# Weak-injection plateau.
weak = steady(5e12)
plateau = tau_n0 * (1 + b * N_t / n1)
assert abs(weak["tau_app"] / plateau - 1) < 1e-3

# Constant-offset subtraction: valid for full traps, not for emptying traps.
corrected = [(a["app"] - b * N_t) / G
             for G, a in zip(generation, with_traps)]
assert abs(corrected[4] / true_times[4] - 1) < 0.01
assert abs(corrected[3] / true_times[3] - 1) > 0.1
assert corrected[2] < 0

# Weak-pulse decay from the eigenvalues of the full kinetics in darkness.
eigenvalues = np.linalg.eigvals(jacobian(np.zeros(3), 0.0, N_t, 0.0))
assert np.all(eigenvalues.real < 0)
decay_times = np.sort(-1 / eigenvalues.real)
time_sum = tau_n0 * (1 + N_t / n1) + 1 / (trap_cn * n1)
assert abs((decay_times[-1] + decay_times[-2]) / time_sum - 1) < 1e-4
assert abs(decay_times[-1] / time_sum - 1) < 1e-3

# A trap that also captures holes becomes a recombination centre.
leak_cp = 5e-14
leaky = steady(5e12, trap_cp=leak_cp)
ratio = trap_cn * N_t / (trap_cn * n1 + leak_cp * p0)
leaky_true = 1 / (1 / tau_n0 + leak_cp * p0 * ratio)
leaky_app = leaky_true * (1 + b * ratio)
assert abs(leaky["true"] / leaky_true - 1) < 1e-3
assert abs(leaky["tau_app"] / leaky_app - 1) < 1e-3
assert leaky["true"] < 0.6 * weak["true"]

us = 1e6
print(f"hole density in darkness p0 = {p0:.1e} cm^-3")
print(f"intrinsic density ni = {ni:.1e} cm^-3")
print(f"electron density in darkness n0 = {n0:.1e} cm^-3")
print(f"mobilities mu_n, mu_p = {mu_n:.0f}, {mu_p:.0f} cm^2/(V s)")
print(f"mobility fraction b = {b:.4f}")
print(f"trap density N_t = {N_t:.1e} cm^-3")
print(f"half-filling density n1 = {n1:.1e} cm^-3")
print(f"trap electron capture c_n = {trap_cn:.1e} cm^3/s")
print(f"deep-centre density = {N_deep:.1e} cm^-3")
print(f"tau_n0, tau_p0 = {tau_n0*us:.1f}, {tau_p0*us:.1f} us")
print("Densities with traps: G in cm^-3 s^-1, others in cm^-3")
print("G        free dn    trapped    holes dp   apparent")
for G, a in zip(generation, with_traps):
    print(f"{G:.1e}  {a['dn']:.3e}  {a['nt']:.3e}  "
          f"{a['dp']:.3e}  {a['app']:.3e}")
print("Lifetimes in us: true, photoconductance, luminescence,")
print("and photoconductance with traps removed")
for G, a, c in zip(generation, with_traps, no_traps):
    print(f"G={G:.1e}: {a['true']*us:.2f}  {a['tau_app']*us:.2f}  "
          f"{a['tau_pl']*us:.2f}  {c['tau_app']*us:.2f}")
print("Relative change of free dn caused by traps at fixed G")
for G, a, c in zip(generation, with_traps, no_traps):
    print(f"G={G:.1e}: {100*(a['dn']/c['dn']-1):.4f} %")
print(f"conductivity at G={generation[0]:.1e}, with traps = "
      f"{with_traps[0]['sigma']:.3e} S/cm")
print(f"same G, without traps = {no_traps[0]['sigma']:.3e} S/cm")
print(f"plateau formula = {plateau*us:.2f} us")
print(f"plateau from kinetics = {weak['tau_app']*us:.2f} us")
print(f"full-trap offset b*N_t = {b*N_t:.3e} cm^-3")
for k in (2, 3, 4, 5):
    print(f"offset-corrected lifetime, G={generation[k]:.1e}: "
          f"{corrected[k]*us:.2f} us")
print(f"weak-pulse slow decay time = {decay_times[-1]*us:.1f} us")
print(f"weak-pulse fast decay time = {decay_times[-2]*us:.3f} us")
print(f"formula for sum of decay times = {time_sum*us:.1f} us")
print(f"hole-capturing trap: c_p = {leak_cp:.1e} cm^3/s")
print(f"its trapped/free ratio s = {ratio:.2f}")
print(f"its true lifetime = {leaky['true']*us:.2f} us")
print(f"its apparent lifetime = {leaky['tau_app']*us:.2f} us")
print(f"largest relative formula error = {formula_error:.1e}")
print("OK")
```

It prints:

```
hole density in darkness p0 = 1.0e+16 cm^-3
intrinsic density ni = 1.0e+10 cm^-3
electron density in darkness n0 = 1.0e+04 cm^-3
mobilities mu_n, mu_p = 1000, 400 cm^2/(V s)
mobility fraction b = 0.2857
trap density N_t = 1.0e+14 cm^-3
half-filling density n1 = 1.0e+12 cm^-3
trap electron capture c_n = 1.0e-08 cm^3/s
deep-centre density = 1.0e+12 cm^-3
tau_n0, tau_p0 = 20.0, 80.0 us
Densities with traps: G in cm^-3 s^-1, others in cm^-3
G        free dn    trapped    holes dp   apparent
5.0e+14  1.000e+10  9.901e+11  1.000e+12  2.929e+11
5.0e+15  1.000e+11  9.091e+12  9.191e+12  2.698e+12
5.0e+16  1.000e+12  5.001e+13  5.101e+13  1.529e+13
5.0e+17  1.004e+13  9.094e+13  1.010e+14  3.602e+13
5.0e+18  1.041e+14  9.905e+13  2.032e+14  1.324e+14
5.0e+19  1.525e+15  9.993e+13  1.625e+15  1.553e+15
Lifetimes in us: true, photoconductance, luminescence,
and photoconductance with traps removed
G=5.0e+14: 20.00  585.78  20.00  20.00
G=5.0e+15: 20.00  539.50  20.02  20.00
G=5.0e+16: 20.01  305.78  20.11  20.01
G=5.0e+17: 20.08  72.05  20.26  20.08
G=5.0e+18: 20.82  26.48  21.02  20.83
G=5.0e+19: 30.49  31.07  30.73  30.62
Relative change of free dn caused by traps at fixed G
G=5.0e+14: -0.0000 %
G=5.0e+15: -0.0000 %
G=5.0e+16: -0.0002 %
G=5.0e+17: -0.0036 %
G=5.0e+18: -0.0400 %
G=5.0e+19: -0.4250 %
conductivity at G=5.0e+14, with traps = 6.570e-05 S/cm
same G, without traps = 2.243e-06 S/cm
plateau formula = 591.43 us
plateau from kinetics = 591.38 us
full-trap offset b*N_t = 2.857e+13 cm^-3
offset-corrected lifetime, G=5.0e+16: -265.65 us
offset-corrected lifetime, G=5.0e+17: 14.91 us
offset-corrected lifetime, G=5.0e+18: 20.76 us
offset-corrected lifetime, G=5.0e+19: 30.49 us
weak-pulse slow decay time = 2119.1 us
weak-pulse fast decay time = 0.944 us
formula for sum of decay times = 2120.0 us
hole-capturing trap: c_p = 5.0e-14 cm^3/s
its trapped/free ratio s = 95.24
its true lifetime = 10.24 us
its apparent lifetime = 288.98 us
largest relative formula error = 8.8e-05
OK
```
